# Zero-field transition frequencies of bond-centred muonium in silicon

## The problem

A positive muon stopped in silicon can bind an electron and settle midway between two neighbouring silicon atoms. This neutral centre is called bond-centred muonium. The electron spin $S=1/2$ and the muon spin $I=1/2$ are coupled by a hyperfine interaction that is symmetric about the bond, which lies along a $\langle111\rangle$ direction. With $z$ along the bond and no magnetic field,

$$
\frac{H}{h}=A_\parallel S_zI_z+A_\perp\,(S_xI_x+S_yI_y),
$$

where the spin operators are dimensionless and

$$
A_\parallel=-16.8\ \text{MHz},\qquad A_\perp=-92.6\ \text{MHz}.
$$

The constants are ordinary frequencies, so a level difference in $H/h$ is directly a transition frequency, without a factor $2\pi$.

(a) Find the transition frequencies. (b) Find the amplitude with which each appears in the polarization of the muons that form this centre in a silicon crystal. (c) Decide what the zero-field signal reveals about the signs of the two constants.

Assume that the centre is static, that the nearby silicon nuclei have no spin, and that initially the muon is fully polarized and the electron unpolarized.

## A first estimate by scaling

The two constants are the only frequencies in the problem. Every transition frequency must therefore have the form

$$
\nu=|A_\perp|\,f(r),\qquad r=\frac{A_\parallel}{A_\perp}=\frac{16.8}{92.6}\approx0.18 .
$$

Since $r$ is small, a first estimate sets $r=0$ and keeps the transverse coupling alone.

This coupling flips both spins. In going from $|\!\uparrow\downarrow\rangle$ to $|\!\downarrow\uparrow\rangle$ (electron first, muon second), $S_xI_x$ contributes $\tfrac12\cdot\tfrac12=\tfrac14$ and $S_yI_y$ contributes $\tfrac i2\cdot(-\tfrac i2)=\tfrac14$. The matrix element is thus $A_\perp/2$. Between $|\!\uparrow\uparrow\rangle$ and $|\!\downarrow\downarrow\rangle$ the second product is $\tfrac i2\cdot\tfrac i2=-\tfrac14$, and the two contributions cancel.

The antiparallel pair therefore splits into levels at $\pm|A_\perp|/2=\pm46.3$ MHz, while the parallel pair stays at zero. The estimate is two coincident lines near 46 MHz and one near 93 MHz.

The neglected term has $S_zI_z=\pm\tfrac14$, so it should move each level by about $|A_\parallel|/4=4.2$ MHz and each gap by up to about 8.4 MHz. Whether it separates the coincident lines depends on the signs of these shifts, which follow from the levels derived below.

## The exact solution

### Levels

Define $S_\pm=S_x\pm iS_y$ and $I_\pm=I_x\pm iI_y$. Electron and muon operators commute, so

$$
S_+I_-=S_xI_x+S_yI_y+i(S_yI_x-S_xI_y),
$$

$$
S_-I_+=S_xI_x+S_yI_y-i(S_yI_x-S_xI_y).
$$

Adding these gives

$$
S_xI_x+S_yI_y=\tfrac12(S_+I_-+S_-I_+).
$$

Each term raises one spin and lowers the other. Both terms give zero on a parallel state, because one of the two spins cannot be moved further. Since $S_zI_z=+\tfrac14$ there, $|\!\uparrow\uparrow\rangle$ and $|\!\downarrow\downarrow\rangle$ are eigenstates with the common energy

$$
\frac{E_D}{h}=\frac{A_\parallel}{4}.
$$

In the antiparallel states $S_zI_z=-\tfrac14$, and the flip terms exchange the two states. In the basis $|\!\uparrow\downarrow\rangle,\ |\!\downarrow\uparrow\rangle$,

$$
\frac{H}{h}=\begin{pmatrix}-A_\parallel/4&A_\perp/2\\ A_\perp/2&-A_\parallel/4\end{pmatrix}.
$$

The diagonal elements are equal, so the eigenvectors are the sum and the difference of the basis states:

$$
|T_0\rangle=\frac{|\!\uparrow\downarrow\rangle+|\!\downarrow\uparrow\rangle}{\sqrt2},\qquad
\frac{E_T}{h}=-\frac{A_\parallel}{4}+\frac{A_\perp}{2},
$$

$$
|S_0\rangle=\frac{|\!\uparrow\downarrow\rangle-|\!\downarrow\uparrow\rangle}{\sqrt2},\qquad
\frac{E_S}{h}=-\frac{A_\parallel}{4}-\frac{A_\perp}{2}.
$$

With the given constants, in MHz,

$$
E_D/h=-4.2,\qquad E_T/h=4.2-46.3=-42.1,\qquad E_S/h=4.2+46.3=50.5 .
$$

The sum over all four states is $2(-4.2)-42.1+50.5=0$, as it must be because $H$ has zero trace. The singlet $S_0$ lies above $T_0$ because $A_\perp$ is negative, and above the doublet because $A_\parallel+A_\perp$ is negative.

### Frequencies

Subtracting the levels gives

$$
\nu_1=\frac{|E_D-E_T|}{h}=\left|\frac{A_\parallel}{4}+\frac{A_\parallel}{4}-\frac{A_\perp}{2}\right|=\frac{|A_\parallel-A_\perp|}{2}=\frac{75.8}{2}=37.9\ \text{MHz},
$$

$$
\nu_2=\frac{|E_S-E_D|}{h}=\left|-\frac{A_\parallel}{2}-\frac{A_\perp}{2}\right|=\frac{|A_\parallel+A_\perp|}{2}=\frac{109.4}{2}=54.7\ \text{MHz},
$$

$$
\nu_3=\frac{|E_S-E_T|}{h}=|A_\perp|=92.6\ \text{MHz}.
$$

The corresponding periods are 26.4, 18.3 and 10.8 ns. All are much shorter than the muon lifetime of roughly 2.2 microseconds, so many oscillations fit into the observation time.

### Amplitudes in the muon signal

Let $\sigma_n$ be the muon Pauli operator along the initial polarization $\mathbf n$. The initial density matrix is $\rho_0=\tfrac14(1+\sigma_n)$. The unit term contributes nothing to the mean of $\sigma_n$, whose trace vanishes. Expanding the rest in energy eigenstates $a,b$ gives

$$
P(t)=\frac14\sum_{a,b}|\langle a|\sigma_n|b\rangle|^2\cos\!\left[2\pi\frac{E_a-E_b}{h}t\right].
$$

The sine terms cancel between $(a,b)$ and $(b,a)$. Write $c_k=\cos(2\pi\nu_kt)$.

**Polarization along the bond.** The operator $\sigma_z$ has diagonal elements $\pm1$ in the two parallel states. It reverses the sign of every component with muon spin down, so $\sigma_z|T_0\rangle=-|S_0\rangle$ and $\sigma_z|S_0\rangle=-|T_0\rangle$. Hence

$$
G_z=\tfrac14(1+1+2c_3)=\tfrac12(1+c_3).
$$

**Polarization across the bond.** The operator $\sigma_x$ flips the muon:

$$
\sigma_x|\!\uparrow\uparrow\rangle=|\!\uparrow\downarrow\rangle=\frac{|T_0\rangle+|S_0\rangle}{\sqrt2},\qquad
\sigma_x|\!\downarrow\downarrow\rangle=|\!\downarrow\uparrow\rangle=\frac{|T_0\rangle-|S_0\rangle}{\sqrt2}.
$$

Each squared matrix element is $\tfrac12$. There are two parallel states and two orderings of each pair, so

$$
G_x=\tfrac14\cdot2\cdot2\cdot\tfrac12(c_1+c_2)=\tfrac12(c_1+c_2).
$$

**Polarization at an angle $\theta$ to the bond.** Choose $x$ so that $\sigma_n=\cos\theta\,\sigma_z+\sin\theta\,\sigma_x$. The Hamiltonian conserves $S_z+I_z$. The operator $\sigma_z$ also conserves it, whereas $\sigma_x$ changes it by one unit, so the cross terms vanish and

$$
P=\cos^2\theta\,G_z+\sin^2\theta\,G_x .
$$

**The crystal.** There are four bond directions, taken as equally populated: $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. When $\cos^2\theta=(\mathbf n\cdot\mathbf b)^2$ is summed over these unit vectors $\mathbf b$, the products such as $n_xn_y$ cancel. What remains is $\tfrac43(n_x^2+n_y^2+n_z^2)=\tfrac43$. The mean of $\cos^2\theta$ is therefore $\tfrac13$ for any crystal orientation, and

$$
P(t)=\frac13G_z+\frac23G_x=\frac16+\frac{c_3}{6}+\frac{c_1+c_2}{3}.
$$

The lines at 37.9 and 54.7 MHz each have amplitude $1/3$. The line at 92.6 MHz has amplitude $1/6$, and a further $1/6$ does not oscillate.

### Signs of the constants

Reversing the sign of either constant exchanges $\nu_1$ and $\nu_2$. Their amplitudes are equal, so $P(t)$ is unchanged. Reversing both signs leaves each frequency as it was. The line of amplitude $1/6$ gives $|A_\perp|=\nu_3$. The sum and the difference of the other two lines are the larger and the smaller of $|A_\parallel|$ and $|A_\perp|$. Here the sum $37.9+54.7=92.6$ MHz equals $\nu_3$, so the difference is $|A_\parallel|=|\nu_2-\nu_1|=16.8$ MHz. The zero-field signal thus gives both magnitudes, but neither the overall nor the relative sign. Naming the 37.9 MHz line $\nu_1$ uses the signs supplied in the problem.

## Comparison of estimate and solution

For $|r|\le1$ the exact frequencies take the scaling form

$$
\nu_1=\frac{|A_\perp|}{2}(1-r),\qquad \nu_2=\frac{|A_\perp|}{2}(1+r),\qquad \nu_3=|A_\perp| .
$$

The estimate of 46.3 MHz is 22% above the true $\nu_1$ and 15% below the true $\nu_2$, relative to the true values. The longitudinal term moves the doublet and $T_0$ in opposite directions, and likewise the doublet and $S_0$. The two coincident lines therefore shift by the full 8.4 MHz, one down and one up. It moves $T_0$ and $S_0$ together, which is why the estimate of $\nu_3$ needs no correction.

The opposite limit of equal constants, $r=1$, gives $\nu_1=0$ and $\nu_2=\nu_3=|A_\perp|$. The three triplet states then coincide and a single frequency remains. Two distinct lines below $\nu_3$ are thus a sign of the anisotropy of the centre. The converse does not hold: the anisotropic case $r=-1$ gives the same single line as $r=1$, because the signal does not depend on the relative sign.

## The model beside real silicon

The constants are close to those of the real centre at low temperature. Only some of the muons stopped in silicon form this centre, so in the signal of all muons the amplitudes found above are multiplied by that fraction. The following sizes of neglected effects rest on rough inputs.

**Stray field.** A field $B$ along the bond adds $\gamma_eBS_z-\gamma_\mu BI_z$ to $H/h$, with $\gamma_e=28025$ MHz/T and $\gamma_\mu=135.5$ MHz/T. It splits the doublet by $(\gamma_e-\gamma_\mu)B$. For 50 microtesla, about the Earth's field, this is 1.39 MHz, and the largest line shift is 0.70 MHz. A field across the bond changes $S_z+I_z$ by one unit, so it has no matrix elements within the doublet or between $T_0$ and $S_0$. It acts in second order, and the largest shift is 0.026 MHz. An uncompensated field of this size can therefore split each of the two lower lines by more than 1 MHz in centres whose bond lies along it, while $\nu_3$ stays nearly unchanged.

**Silicon nuclei.** About 4.7% of natural silicon is $^{29}$Si, which has nuclear spin $1/2$. At least one of the two nearest neighbours is $^{29}$Si in $1-(1-0.047)^2=9.2\%$ of the centres. For one such neighbour with an assumed isotropic coupling of $-100$ MHz, the lines move to about 30 (two lines), 60, 86, 116 and 146 MHz. The assumption of spinless neighbours thus fails completely for this minority. The listed positions are only illustrative, because an anisotropy of this coupling can move lines by 10 MHz or more. The other 91% keep the three lines found above as long as more distant $^{29}$Si nuclei are ignored. These are not rare: only $(1-0.047)^8=68\%$ of the centres have no $^{29}$Si on the two nearest and six next-nearest sites. One such nucleus with an isotropic coupling to the electron splits each of the two lower lines by about half that coupling. The line at 92.6 MHz has no first-order shift, because the mean electron spin is zero in both $T_0$ and $S_0$. It still moves in second order, by about 0.2 MHz for a coupling of $-5$ MHz and by about 2.7 MHz for $-20$ MHz.

**Temperature.** With an ionization barrier of 0.2 eV and an attempt rate of $10^{13}$ per second, the rate $10^{13}\,\text{s}^{-1}\,e^{-0.2\,\text{eV}/k_BT}$ is of order $10^{-13}$ per microsecond at 50 K, which is negligible. At 150 K it is about 2 per microsecond, above the muon decay rate of 0.45 per microsecond, and the assumption of a static neutral centre fails. The electron is taken as unpolarized because, without a magnetic field, nothing favours either of its spin directions before capture. The hyperfine levels add no noticeable thermal preference at 50 K, since their largest spacing corresponds to only $h\nu_3/k_B=4.4$ mK.

The numerical output below lists the levels, lines and amplitudes together with these estimates.

## Numbers as computed

```
A_par = -16.8 MHz, A_perp = -92.6 MHz
A_par/4 = -4.2 MHz, A_perp/2 = -46.3 MHz
level of doublet (parallel spins) = -4.2 MHz
level of T0 = -42.1 MHz
level of singlet = 50.5 MHz
nu_1 (doublet-T0) = 37.9 MHz, period = 26.4 ns, amplitude = 0.3333
nu_2 (singlet-doublet) = 54.7 MHz, period = 18.3 ns, amplitude = 0.3333
nu_3 (singlet-T0) = 92.6 MHz, period = 10.8 ns, amplitude = 0.1667
static part of P = 0.1667
gamma_e = 28025 MHz/T, gamma_mu = 135.5 MHz/T
stray field (rough) = 50 microtesla
doublet splitting, field along bond = 1.39 MHz
largest line shift, field along bond = 0.70 MHz
largest line shift, field across bond = 0.026 MHz
29Si abundance (rough) = 4.7 %
centres with exactly one 29Si neighbour = 9.0 %
centres with at least one = 9.2 %
29Si coupling (rough) = -100 MHz; lines with one 29Si:
  30 MHz, amplitude 0.17
  30 MHz, amplitude 0.13
  60 MHz, amplitude 0.23
  86 MHz, amplitude 0.08
  116 MHz, amplitude 0.04
  146 MHz, amplitude 0.04
  static part 0.33
ionization barrier (rough) = 0.2 eV
attempt rate (rough) = 1e+13 per s
ionization rate at 50 K = 6.9e-14 per microsecond
ionization rate at 150 K = 1.9e+00 per microsecond
muon lifetime (rough) = 2.2 microseconds
muon decay rate = 0.45 per microsecond
h nu_3 / k_B = 4.4 mK
```
